# Error bounds for static treatment of empty bands in phonon-induced shifts, part 2

The phonon-induced shift of a band edge $\varepsilon_n$ (state $\psi_n$ at $k$) is a Fan plus a Debye-Waller term. The lowest $M$ bands at $k+q$ are active and keep the phonon frequency $\omega$ in their denominators; the excluded bands, all empty and above $\varepsilon_n$, are treated statically. The resulting error is to be bounded. Hartree atomic units are used.

In a chain of $N_q$ cells of length $a$, atoms $\kappa$ at $\tau_\kappa$, of mass $M_\kappa$, rigidly carry potentials $v_\kappa$ with transforms $\tilde v_\kappa$. Mode $q\nu$ has eigenvector $e_\kappa$, $\xi_\kappa=e_\kappa/\sqrt{2M_\kappa\omega}$, Bose factor $n_B$ and $N=2n_B+1$. Band $|m\rangle$ at $k+q$ has energy $\varepsilon_m$ and occupation $f_m$.
$$g_{m}=\sum_\kappa\xi_{\kappa\nu}\langle m|W_\kappa(q)|n\rangle,\qquad [W_\kappa(q)]_{GG'}=-ip\,\tilde v_\kappa(p)\,e^{-ip\tau_\kappa}/a,\quad p=q+G-G'. \tag{1}$$
$$\Sigma^{\rm DW}=\frac1{N_q}\sum_{q\nu}\sum_\kappa N|\xi_{\kappa\nu}|^2\,\tfrac12\langle U_\kappa\rangle,\qquad [U_\kappa]_{GG'}=-p^2\tilde v_\kappa(p)e^{-ip\tau_\kappa}/a. \tag{2}$$
$$\Sigma^{\rm Fan}=\frac1{N_q}\sum_{q\nu}\sum_m|g_m|^2\Big[\frac{n_B+f_m}{\varepsilon_n-\varepsilon_m+\omega}+\frac{n_B+1-f_m}{\varepsilon_n-\varepsilon_m-\omega}\Big]. \tag{3}$$
At poles $1/d$ becomes $d/(d^2+\eta^2)$. With $D_m=\varepsilon_m-\varepsilon_n$, $b_\kappa=W_\kappa(q)\psi_n$, projectors $\hat P$ (active) and $\hat Q=1-\hat P$, and $\alpha$ making $\mathcal A$ positive,
$$\mathcal A\,\phi_\kappa=-\hat Qb_\kappa,\qquad \mathcal A=H_{k+q}-\varepsilon_n+\alpha\hat P. \tag{7}$$
$$F_{\kappa\kappa'}=\langle b_\kappa|\phi_{\kappa'}\rangle=-\sum_{m>M}\frac{\langle b_\kappa|m\rangle\langle m|b_{\kappa'}\rangle}{D_m},\qquad O_{\kappa\kappa'}=\langle\phi_\kappa|\phi_{\kappa'}\rangle.$$
$$S=N\,\xi^\dagger F\xi,\qquad C\equiv\omega\,\xi^\dagger O\xi=\sum_{m>M}c_m,\qquad c_m=\omega|g_m|^2/D_m^2\ge0. \tag{8}$$
Per mode, excluded band $m$ contributes $d_m$ exactly and $s_m=-N|g_m|^2/D_m\le0$ statically, with sums $\Sigma^Q$ and $S$. Let $\Delta_q=D_{M+1}$, $\Delta=\min_q\Delta_q$, $x_m=\omega/D_m$, $x=\omega/\Delta_q<1$, $\delta=\Sigma^Q-S$, $R=\delta-C$.
$$r_m=\frac{d_m-s_m}{|s_m|}=\frac{-1+x_m/N}{1-x_m^2}+1=\frac{x_m/N-x_m^2}{1-x_m^2} \tag{10}$$
$$-\frac{x^2}{1-x^2}\,|S|\;\le\;\delta\;\le\;\frac{x}{N(1+x)}\,|S|. \tag{11}$$
$$|\delta|\le\frac{\omega}{\Delta_q}|S|\qquad\text{for}\quad x\le\frac{\sqrt5-1}{2}=0.6180. \tag{12}$$
$$-\frac{x^2}{1-x^2}\,|S+C|\;\le\;R\;\le\;0. \tag{13}$$
The example has $a=8$ bohr, atoms A, B at 0, 4 bohr, $v_\kappa=-A_\kappa e^{-|x|/\sigma}$, $A_A=1.0$, $A_B=0.6$ Ha, $\sigma=0.5$ bohr, masses 10, 20 u, springs $K=0.05$ Ha/bohr², pinning $\omega_0=10$ meV, $\omega_{\max}=78.70$ meV, 101 plane waves $k+G_j$ ($G_j=2\pi j/a$), 200 $q$ points, one filled band, and $\eta=5$ meV on bands 1 and 2. Edges $v$, $c$ lie at $k=\pi/a$, gap 3.520 eV. For large $P=k+q+G$, with $u(\tau)=\sqrt a\,\psi_n(\tau)$ and $P_c=M\pi/a$,
$$[W_\kappa\psi_n]_P\simeq\frac{2iA_\kappa}{\sigma aP}\,e^{-iP\tau_\kappa}\,u(\tau_\kappa),$$
$$\frac1{N_q}\sum_q\sum_{m>M}\frac{|\langle m|W_\kappa|n\rangle|^2}{\varepsilon_m-\varepsilon_n}\simeq\Big(\frac{2A_\kappa}{\sigma a}\Big)^2|u(\tau_\kappa)|^2\,\frac{2a}{3\pi P_c^3}\propto M^{-3}. \tag{4}$$
The finite basis lowers $P_c^{-3}$ by $0.160\times10^{-4}$.

### The Debye-Waller term and what the bound is relative to

The term (2) contains no energy denominator, so it carries no static approximation. It can be obtained from the same solver. Displace all atoms $\kappa$ by real $u_\kappa$ ($q=0$); the perturbation $\sum_\kappa(u_\kappa W_\kappa+\frac12u_\kappa^2U_\kappa)$ gives
$$\varepsilon(u)=\varepsilon_n+\sum_\kappa u_\kappa\langle W_\kappa\rangle+\sum_{\kappa\kappa'}u_\kappa u_{\kappa'}\Phi_{\kappa\kappa'},\qquad \Phi_{\kappa\kappa'}=\mathrm{Re}\,F^{\rm all}_{\kappa\kappa'}+\delta_{\kappa\kappa'}\tfrac12\langle U_\kappa\rangle,$$
where $F^{\rm all}$ is $F$ summed over all $m\ne n$ at $k$. A common shift $s$ multiplies the plane waves by the phases $e^{-i(k+G)s}$, a unitary map even in the finite basis, so $\varepsilon(u+s)=\varepsilon(u)$. The part linear in $s$ is $\sum_\kappa\langle W_\kappa\rangle+2\sum_\kappa u_\kappa\sum_{\kappa'}\Phi_{\kappa\kappa'}$, using the symmetry of $\Phi$, and it must vanish for all $u$. Hence
$$\tfrac12\langle U_\kappa\rangle=-\sum_{\kappa'}\mathrm{Re}\,F^{\rm all}_{\kappa\kappa'}(q=0). \tag{14}$$
The active part of $F^{\rm all}$ is summed explicitly without $m=n$, and the rest is one Sternheimer solve at $q=0$. For rigid ions (14) is exact, and the program asserts it against (2) for every $M$; the values are $0.21389$ and $-0.00775$ Ha/bohr² for atoms A and B in the valence state, $-0.02242$ and $0.07681$ in the conduction state. With a self-consistent potential the second derivative has terms with $\kappa\ne\kappa'$, and using (14) in (2) is then the rigid-ion approximation, an error separate from the one bounded here. A further test checks (1), (2) and (7) together: in a three-cell supercell with a frozen optical pattern at $q=2\pi/3a$, the second-order coefficient of the eigenvalue from finite differences is $0.003277$ (valence) and $-0.002188$ Ha/bohr² (conduction), and the static formula reproduces both to the digits shown.

Equation (14) says that the static Fan term and the Debye-Waller term cancel completely for a rigid translation, and this gives a case in which no bound relative to the total can hold. Take the valence state, $M=1$, and the $q=0$ mode with $e_\kappa=\sqrt{M_\kappa/M_{\rm tot}}$, frequency $\omega_0$ and $\xi_A=\xi_B=\xi=(2M_{\rm tot}\omega_0)^{-1/2}$. With $\hat p$ the diagonal matrix $k+G$, (1) gives $W_A+W_B=-i[\hat p,V]=-i[\hat p,H]$, so $\langle m|W_A+W_B|n\rangle=-i(\varepsilon_n-\varepsilon_m)p_{mn}=iD_mp_{mn}$. The active term $m=n$ vanishes. The static total $S+\Sigma^{\rm DW}$ is $N\xi^2\sum_{\kappa\kappa'}\Phi_{\kappa\kappa'}=0$. The dynamical total is therefore $\delta$ itself, and
$$C=\omega_0\xi^2\sum_{m\ne n}|p_{mn}|^2=\frac{\langle\hat p^2\rangle-\langle\hat p\rangle^2}{2M_{\rm tot}},$$
the kinetic energy of the electron's momentum spread carried by the mass of the cell. At $T=0$ each band has $d_m-s_m=c_m/(1+x_m)$, from (10) with $N=1$, so $C/(1+x)\le\delta\le C$. For this single mode, without the factor $1/N_q$, the Debye-Waller term is 139.560 meV, the static total is zero to the six decimals printed, the momentum variance is 0.27122 bohr⁻², $C=0.06748$ meV and the dynamical total is 0.06738 meV, with $x=10\ \text{meV}/3.520\ \text{eV}=2.84\times10^{-3}$. The bound (12) allows $2.84\times10^{-3}\times139.56=0.396$ meV and is respected, while the error relative to the dynamical total is 100%.

The cancellation also bears on plain truncation. If the Fan sum and the sum in (14) are cut at the same $M$, the neglected diagonal part is, in the static limit, $N|\xi_\kappa|^2[F_{\kappa\kappa}(q)-F_{\kappa\kappa}(0)]$, and the leading tail amplitude derived above depends on $q$ only through $P$, so the $M^{-3}$ terms cancel. The off-diagonal tail carries $u^*(\tau_A)u(\tau_B)$ and the phase $e^{iP(\tau_A-\tau_B)}$, which changes sign from one $G$ to the next, so at any $k$ it falls as $M^{-4}$ or faster. Its leading amplitude vanishes altogether at these band edges: a state even about A with $\psi(x+a)=-\psi(x)$ has $\psi(a/2)=\psi(-a/2)=-\psi(a/2)=0$, and likewise with A and B exchanged. Joint truncation is thus the fair competitor of the Sternheimer scheme. The program asserts that at $M=32$ its error is below 0.3 of the error of truncating the Fan sum alone; the printed ratio is about $10^{-3}$ for the valence state. This small ratio belongs to even $M$. At $k=\pi/a$ the high bands come in nearly degenerate pairs, one even and one odd about A, and $W_A(0)\psi_v$, being odd, couples to only one of them. An even $M$ cuts between pairs; an odd $M$ splits a pair, so the $q=0$ tail equals that of a neighbouring even $M$ and a remainder of relative size about $3/M$ survives the cancellation.

### The error of the iterative solve

Let $\phi^*$ solve (7) for a right-hand side $b$, let $\phi\in\hat Q$ be an approximation, and $r=-\hat Qb-\mathcal A\phi=\mathcal A(\phi^*-\phi)$ its residual. Define
$$E[\phi]=\langle\phi|\mathcal A|\phi\rangle+2\,\mathrm{Re}\langle\phi|b\rangle.$$
Since $\langle\phi|b\rangle=-\langle\phi|\mathcal A|\phi^*\rangle$ for $\phi\in\hat Q$, and $F=\langle b|\phi^*\rangle=-\langle\phi^*|\mathcal A|\phi^*\rangle$,
$$E[\phi]-F=\langle\phi|\mathcal A|\phi\rangle-2\,\mathrm{Re}\langle\phi|\mathcal A|\phi^*\rangle+\langle\phi^*|\mathcal A|\phi^*\rangle=\langle\phi-\phi^*|\mathcal A|\phi-\phi^*\rangle=\langle r|\mathcal A^{-1}|r\rangle.$$
The residual lies in $\hat Q$, where the smallest eigenvalue of $\mathcal A$ is $\Delta_q$, so
$$0\le E[\phi]-F\le\|r\|^2/\Delta_q. \tag{15}$$
For a mode, (15) applies to $b=\sum_\kappa\xi_\kappa b_\kappa$ and $r=\sum_\kappa\xi_\kappa r_\kappa$, and the error of $S$ is at most $N\|r\|^2/\Delta_q$ provided $S$ is evaluated as $N\,E[\phi]$. The correction $C=\omega\|\phi\|^2$ is not stationary; its error is of first order in $\|\phi-\phi^*\|\le\|r\|/\Delta_q$, multiplied by the small $\omega$.

Because $\mathcal A$ is Hermitian and positive on $\hat Q$, conjugate gradients apply, with every vector projected by $\hat Q$ so that $\alpha$ never acts. The condition number is $D_{\max}/\Delta_q$, dominated by the kinetic energy at the basis edge, which the diagonal preconditioner $1/[\frac12(k+q+G)^2+1]$ divides out. For the conduction state, atom B, $M=4$ and $q=0.3G_1$, where $F=-0.033902$ Ha/bohr², the residual norm falls below $10^{-8}$ in 9 preconditioned iterations against 115 plain ones, and (15) is asserted at every iteration of both runs. The analysis takes the active eigenpairs as exact. It also needs a converged $\varepsilon_{M+1}$: a variational estimate lies above the true value, overestimates $\Delta_q$ and would make every bound too small.

### The algorithm

1. At $q=0$, solve (7) for each $\kappa$, add the active sum without $m=n$, and obtain $\frac12\langle U_\kappa\rangle$ from (14).
2. At each $q$, compute the lowest $M+1$ eigenpairs of $H_{k+q}$; band $M+1$ supplies only $\Delta_q$. Check $\omega_{q\nu}<\Delta_q$.
3. Form $b_\kappa$ and evaluate (3) for $m\le M$, with $\eta$ where poles can occur.
4. Solve (7) for each $\kappa$ and form $F$ and $O$.
5. For each mode and temperature accumulate $S$, $C$, the Debye-Waller term, and both sides of (11) and (13).
6. Report active Fan $+\,S+C+\Sigma^{\rm DW}$. Accept $M$ when the accumulated bound (13), plus the solver error, is below an absolute tolerance chosen for the final shift; if $C$ is not added, use (11).

For a gap the error is $\delta_c-\delta_v$, which lies between the lower side for $c$ minus the upper side for $v$ and the upper side for $c$ minus the lower side for $v$. In the program the zone sums use a dense solver for (7), and the active eigenpairs are cut from the full diagonalization that also supplies the reference sum.

### Results for the chain

The reference is the dynamical sum (3) over all 101 bands plus (2). At $T=0$ it is $-0.6122$ meV for the valence edge and $+0.8565$ meV for the conduction edge, with Debye-Waller terms of 95.967 and 16.918 meV. The digits serve to compare methods on one grid with one $\eta$; the totals have not been converged in either, while $S$, $C$, $\delta$ and the bounds do not involve $\eta$. In the tables, all in meV at $T=0$, "joint" is the error of joint truncation (truncated minus reference), $\delta$ is reference minus static, "upper" is the mode sum of the upper side of (11), and "crude" is $(\omega_{\max}/\Delta)|S|$. The error of truncating the Fan sum alone is $-\Sigma^Q$, equal to $|S|$ within $\delta$.

Valence edge:

| $M$ | $S$ | joint | $\delta$ | upper | crude |
|---|---|---|---|---|---|
| 2 | −90.4 | 2.43 | 0.136 | 0.267 | 0.573 |
| 4 | −48.8 | 2.13 | 0.0295 | 0.0510 | 0.107 |
| 8 | −14.8 | 0.245 | 2.65e−3 | 4.30e−3 | 8.56e−3 |
| 16 | −2.60 | 0.0107 | 1.25e−4 | 2.00e−4 | 3.80e−4 |
| 32 | −0.346 | 3.19e−4 | 4.35e−6 | 6.86e−6 | 1.27e−5 |

Conduction edge:

| $M$ | $S$ | joint | $\delta$ | upper | crude |
|---|---|---|---|---|---|
| 2 | −24.9 | −0.181 | 0.0320 | 0.0615 | 0.220 |
| 4 | −12.1 | 0.453 | 5.28e−3 | 8.99e−3 | 0.0295 |
| 8 | −3.45 | −6.62e−3 | 4.11e−4 | 6.62e−4 | 2.06e−3 |
| 16 | −0.580 | −3.57e−3 | 1.82e−5 | 2.90e−5 | 8.53e−5 |
| 32 | −0.0759 | −1.89e−4 | 6.21e−7 | 9.79e−7 | 2.78e−6 |

Take $M=4$. The distances are $\Delta_v=1.316$ Ha and $\Delta_c=1.186$ Ha, so $\omega_{\max}/\Delta_v=78.70/(1.316\times27211)=2.20\times10^{-3}$ and $\omega_{\max}/\Delta_c=2.44\times10^{-3}$, and the crude bound for the valence edge is $2.20\times10^{-3}\times48.78=0.107$ meV. The static result is active Fan plus $S$ plus Debye-Waller: $-47.83-48.78+95.97=-0.64$ meV for $v$ and $-3.98-12.09+16.92=0.85$ meV for $c$. At full precision the static gap shift is 1.4929 meV against the reference 1.4687 meV. Reference minus static is $-0.0242$ meV, which equals $\delta_c-\delta_v=0.0053-0.0295$ and lies inside the interval $[-0.0510,\,0.0091]$ meV built from (11). Adding $C_c-C_v=0.0053-0.0295=-0.0242$ meV returns 1.4687 meV. The remainders are $-3.4\times10^{-5}$ meV for $v$ and $-4.5\times10^{-6}$ meV for $c$, inside the bounds $7.5\times10^{-5}$ and $9.8\times10^{-6}$ meV of (13).

The cancellation in this model is nearly complete: pieces of 50 to 100 meV leave a valence shift of 0.6 meV. A plausible cause, offered as a conjecture since only the uniform translation was treated exactly, is that each edge state sits mainly on one atom and follows it almost rigidly. The consequence for the error is the one the translation mode illustrates. At $M=4$ the static error is 1.6% of the gap shift ($0.0242/1.4687$), several times $\omega_{\max}/\Delta\approx0.2\%$. At $M=2$ the valence error is $0.1355/90.42=0.15\%$ of $|S|$, below $\omega_{\max}/\Delta_v=0.63\%$ as required, but $0.1355/0.6122=22\%$ of the valence shift. The stopping rule must compare the bound in meV with the tolerance in meV. With $C$ added, $M=2$ already has remainder bounds of $1.1\times10^{-3}$ and $2.3\times10^{-4}$ meV.

At the even $M$ listed, joint truncation is far better than cutting the Fan sum alone but its error has no fixed sign, as the conduction column shows, and the common-sign argument that gives (11) does not apply to it. Its gap error is $0.453-2.129=-1.68$ meV at $M=4$, larger than the result, $-0.007-0.245=-0.25$ meV at $M=8$, and $-0.004-0.011=-0.014$ meV at $M=16$, the first listed $M$ at which it beats the uncorrected static scheme at $M=4$.

In the free-electron tail $|g|^2\propto P^{-2}$ and $D=P^2/2$, so $\delta\simeq C\propto4\int_{P_c}^\infty P^{-6}dP=\frac45P_c^{-5}$, while the upper bound is proportional to $(2/P_c^2)\cdot2\int_{P_c}^\infty P^{-4}dP=\frac43P_c^{-5}$. This estimate, which the program does not assert, predicts a fall of $\delta$ by 32 per doubling of $M$ and a ratio $\delta/\text{upper}$ of $3/5$. The valence column gives a fall of $1.251\times10^{-4}/4.350\times10^{-6}=29$ and ratios of 0.63 at $M=16$ and $M=32$. The value at $M=32$ is raised by the basis edge, which removes the fraction $0.160\times10^{-4}/P_c^{-3}=0.160/5.04\approx3\%$ from $S$ and from the upper bound but almost nothing from $\delta$; in a larger basis the ratio is about 0.62 and $S$ about $-0.357$ meV.

At 300 K the Debye-Waller terms rise to 222.066 and 52.336 meV and $S_v(M=4)$ to $-111.3$ meV. The crude bound follows $S$, from 0.107 to 0.245 meV, while the upper bound stays at 0.0510 meV and $\delta_v$ at 0.0295 meV, as derived. The remainder grows only from $-3.4\times10^{-5}$ to $-4.1\times10^{-5}$ meV, less than $S$, because to leading order it is $-N\omega^2|g|^2/D^3$ and the factor $\omega^2$ weights the high-frequency modes, whose $N$ changes least. The gap shift is 1.4725 meV in the reference, 1.4967 meV static and 1.4724 meV with $C$. Its change with temperature, 0.004 meV, is smaller than the static error of 0.024 meV, yet the static scheme reproduces it ($1.4967-1.4929$ against $1.4725-1.4687$), because $C$ drops out of any difference between temperatures and only $R$ is left. The value 0.004 meV itself belongs to this grid and this $\eta$ and is not a converged property of the model: at finite temperature the absorption poles fall inside the active sum, which then depends on both. With the same $\eta$ and 800 $q$ points the value is 0.010 meV, and on the 200-point grid $\eta=2$ meV gives $-0.04$ meV, so neither its size, nor its sign, nor the comparison with the static error is fixed. The bounds of this section have no bearing on that part.

## Values computed for the example and the checks

```
threshold x = 0.6180; relative error at x=0.7, nB=1000: -0.9601
Fan formula vs many-body diagonalization: rel. dev. 4.8e-07
a=8.0 bohr, A=[1.0, 0.6] Ha, sigma=0.5 bohr, tau=[0.0, 4.0] bohr
masses=[10.0, 20.0] u, K=0.05 Ha/bohr^2, pinning=10.0 meV
plane waves=101, q points=200, eta=5.0 meV, 1 Ha=27.2114 eV
eps_v=-0.22686 Ha, eps_c=-0.09750 Ha, gap=3.520 eV
state v: <U_A>/2=0.21389, <U_B>/2=-0.00775 Ha/bohr^2
state c: <U_A>/2=-0.02242, <U_B>/2=0.07681 Ha/bohr^2
frozen phonon v: supercell 0.003277, formula 0.003277 Ha/bohr^2
frozen phonon c: supercell -0.002188, formula -0.002188 Ha/bohr^2
translation, T=0: DW=139.560, static total=0.000000, dynamic=0.06738 meV
  Var(p)=0.27122 bohr^-2, Var(p)/2Mtot=0.06748 meV, x=2.84e-03
CG (c, atom B, M=4, q=0.3G): F=-0.033902 Ha/bohr^2, iterations 9 precond., 115 plain
tail -F_AA (v) M=20: sum 2.9996e-03, law with basis edge 3.2373e-03 Ha/bohr^2
tail -F_AA (v) M=40: sum 3.7515e-04, law with basis edge 3.8248e-04 Ha/bohr^2
|u_v(tau_A)|^2=3.7244, omega_max=78.70 meV
Delta_v (Ha), M=[2, 4, 8, 16, 32]: 0.456 1.316 4.981 19.780 79.009
omega_max/Delta_v: 6.34e-03 2.20e-03 5.81e-04 1.46e-04 3.66e-05
Delta_c (Ha), M=[2, 4, 8, 16, 32]: 0.327 1.186 4.852 19.651 78.879
omega_max/Delta_c: 8.84e-03 2.44e-03 5.96e-04 1.47e-04 3.67e-05
meV: M | S | err trunc Fan | err trunc Fan+DW | delta | C | upper | x|S| | rem | rem bound
T=0 K v: DW=95.967, full dynamical shift=-0.6122 meV
 2 -9.042e+01 9.029e+01 2.428e+00 1.355e-01 1.360e-01 2.666e-01 5.730e-01 -4.433e-04 1.127e-03
 4 -4.878e+01 4.875e+01 2.129e+00 2.947e-02 2.950e-02 5.095e-02 1.072e-01 -3.362e-05 7.464e-05
 8 -1.475e+01 1.475e+01 2.452e-01 2.651e-03 2.652e-03 4.300e-03 8.563e-03 -8.182e-07 1.746e-06
16 -2.596e+00 2.596e+00 1.074e-02 1.251e-04 1.251e-04 2.001e-04 3.796e-04 -9.985e-09 2.140e-08
32 -3.455e-01 3.455e-01 3.194e-04 4.350e-06 4.350e-06 6.860e-06 1.265e-05 -8.796e-11 1.887e-10
T=0 K c: DW=16.918, full dynamical shift=0.8565 meV
 2 -2.488e+01 2.485e+01 -1.810e-01 3.195e-02 3.205e-02 6.153e-02 2.200e-01 -9.492e-05 2.331e-04
 4 -1.209e+01 1.208e+01 4.525e-01 5.279e-03 5.283e-03 8.988e-03 2.947e-02 -4.515e-06 9.834e-06
 8 -3.447e+00 3.447e+00 -6.619e-03 4.110e-04 4.111e-04 6.616e-04 2.055e-03 -8.450e-08 1.832e-07
16 -5.796e-01 5.796e-01 -3.571e-03 1.818e-05 1.818e-05 2.902e-05 8.530e-05 -9.576e-10 2.083e-09
32 -7.589e-02 7.589e-02 -1.890e-04 6.208e-07 6.208e-07 9.790e-07 2.783e-06 -8.361e-12 1.805e-11
T=0 K M=4 active Fan: v -47.8274, c -3.9770 meV
T=0 K gap shift: full 1.4687, M=4 static 1.4929, +C 1.4687 meV
  M=4 gap error interval: [-0.0510, 0.0091] meV
T=300 K v: DW=222.066, full dynamical shift=-0.5957 meV
 2 -2.086e+02 2.085e+02 3.608e+00 1.354e-01 1.360e-01 2.666e-01 1.322e+00 -5.465e-04 1.384e-03
 4 -1.113e+02 1.113e+02 2.777e+00 2.946e-02 2.950e-02 5.095e-02 2.447e-01 -4.131e-05 9.160e-05
 8 -3.411e+01 3.410e+01 3.299e-01 2.651e-03 2.652e-03 4.300e-03 1.980e-02 -1.014e-06 2.156e-06
16 -6.035e+00 6.035e+00 1.542e-02 1.251e-04 1.251e-04 2.001e-04 8.824e-04 -1.241e-08 2.652e-08
32 -8.041e-01 8.041e-01 4.828e-04 4.350e-06 4.350e-06 6.860e-06 2.943e-05 -1.093e-10 2.342e-10
T=300 K c: DW=52.336, full dynamical shift=0.8768 meV
 2 -6.985e+01 6.982e+01 2.827e-01 3.190e-02 3.205e-02 6.153e-02 6.178e-01 -1.504e-04 3.603e-04
 4 -3.329e+01 3.328e+01 7.291e-01 5.276e-03 5.283e-03 8.988e-03 8.115e-02 -6.966e-06 1.503e-05
 8 -9.655e+00 9.654e+00 2.057e-02 4.110e-04 4.111e-04 6.616e-04 5.755e-03 -1.356e-07 2.872e-07
16 -1.628e+00 1.628e+00 -2.572e-03 1.818e-05 1.818e-05 2.902e-05 2.396e-04 -1.530e-09 3.278e-09
32 -2.129e-01 2.129e-01 -1.639e-04 6.208e-07 6.208e-07 9.790e-07 7.806e-06 -1.324e-11 2.841e-11
T=300 K M=4 active Fan: v -111.3553, c -18.1796 meV
T=300 K gap shift: full 1.4725, M=4 static 1.4967, +C 1.4724 meV
  M=4 gap error interval: [-0.0510, 0.0091] meV
```
